\section*{The Cell Strain That Removes Mean Stress from a Periodic Dislocation Dipole}

\section{Result}

A periodic cell of volume $V$ contains a dislocation dipole. The dipole is made by cutting the crystal along a surface $S$ with unit normal $\mathbf n$ and area vector $\mathbf A=\int_S\mathbf n\,dS$, and displacing the side toward which $\mathbf n$ points by $\mathbf b$ relative to the other side. In linear elasticity with uniform stiffness $C$, the mean stress vanishes if and only if the cell has the strain
\begin{equation}
\varepsilon^*_{ij}=\frac{b_iA_j+A_ib_j}{2V}
\label{eq:law}
\end{equation}
relative to the perfect cell. At any other cell strain $\varepsilon$,
\begin{equation}
\langle\sigma\rangle=C:(\varepsilon-\varepsilon^*).
\label{eq:stress}
\end{equation}
A supercell that keeps its perfect shape therefore loads the dislocations with the stress $-C:\varepsilon^*$.

\section{Simple case: two screw dislocations}

Let the lines and $\mathbf b$ lie along $z$, and let the cut be a strip of width $d$ with normal $y$, in a cell $L_x\times L_y\times L_z$. The medium is isotropic with shear modulus $G$. The displacement is $u_z(x,y)$, and $\sigma_{yz}=G\,\partial_yu_z$ away from the cut.

Suppose the repeat vector along $y$ leans toward $z$, so that
\begin{equation}
u_z(x,y+L_y)-u_z(x,y)=hL_y .
\end{equation}
Follow a line of fixed $x$ through the cell. If it misses the cut, the smooth gradient supplies the whole change $hL_y$. If it crosses the cut, the jump supplies $b$ and the gradient supplies the rest:
\begin{equation}
\int_0^{L_y}\partial_yu_z\,dy=
\begin{cases}hL_y-b,&\text{line crosses the cut},\\ hL_y,&\text{otherwise}.\end{cases}
\end{equation}
The first case occupies a width $d$ and the second a width $L_x-d$. Adding them and dividing by $L_xL_y$ gives
\begin{equation}
\langle\sigma_{yz}\rangle=G\left(h-\frac{bd}{L_xL_y}\right).
\end{equation}
Lines along $x$ do not cross the cut, so $\langle\sigma_{xz}\rangle=0$ if the $x$ repeat vector does not lean. The mean stress vanishes at
\begin{equation}
h=\frac{bd}{L_xL_y},\qquad \varepsilon_{yz}=\frac h2=\frac{bd}{2L_xL_y}.
\label{eq:screw}
\end{equation}
This is Eq.~\eqref{eq:law} with $A_y=dL_z$ and $V=L_xL_yL_z$. The factor $1/2$ appears because a tensor shear strain is half the lean.

\textit{Limits.} For $d\to0$ the dipole closes and the strain vanishes. For $d=L_x$ the cut spans the cell, the dislocations annihilate through the periodic boundary, and $hL_y=b$. The repeat vector has then gained one lattice vector, and the crystal is perfect and unstressed.

\section{General dipole}

Write the displacement as
\begin{equation}
u_i(\mathbf r)=H_{ij}r_j+v_i(\mathbf r),
\end{equation}
where $H$ changes each repeat vector from $\mathbf L$ to $(1+H)\mathbf L$. The function $\mathbf v$ is periodic and jumps by $\mathbf b$ across $S$. Let $\beta_{ij}=\partial_ju_i$ be the elastic distortion, taken away from $S$. Choose the cell so that $S$ meets its surface only on the faces pierced by the dislocation lines, and apply the divergence theorem to the cut cell. Opposite outer faces cancel because $\mathbf v$ is periodic. On the minus side of the cut the outward normal of the material is $+\mathbf n$, and on the plus side it is $-\mathbf n$. Hence
\begin{equation}
\int_V\partial_jv_i\,dV=\int_S(v_i^--v_i^+)n_j\,dS=-b_iA_j .
\end{equation}
A thin tube of radius $\rho$ around each line adds nothing as $\rho\to0$, since $\mathbf v$ grows at most as $|\ln\rho|$ while the tube surface shrinks as $\rho$. Therefore
\begin{equation}
\langle\beta_{ij}\rangle=H_{ij}-\frac{b_iA_j}{V}.
\label{eq:mean}
\end{equation}

With uniform $C$, Hooke's law passes through the average: $\langle\sigma_{ij}\rangle=C_{ijkl}\langle\beta_{kl}\rangle$. Because $C_{ijkl}=C_{ijlk}$, the symmetric part of Eq.~\eqref{eq:mean} suffices, and Eq.~\eqref{eq:stress} follows with $\varepsilon=\tfrac12(H+H^T)$. A stable crystal has positive-definite $C$, so zero mean stress forces $\varepsilon=\varepsilon^*$. The antisymmetric part of $H$ is a rigid rotation and remains free. One may choose $H_{ij}=b_iA_j/V$, which changes each repeat vector $\mathbf L$ by $\mathbf b(\mathbf A\cdot\mathbf L)/V$, or strain the cell symmetrically; to first order these differ by a rotation. In the screw case the first choice leans only one repeat vector, because $\mathbf A$ is perpendicular to the other two.

\textit{Limit: volume.} The trace is $\operatorname{tr}\varepsilon^*=\mathbf b\cdot\mathbf A/V$. For a glide dipole $\mathbf b\perp\mathbf A$ and the volume is unchanged to first order. If $\mathbf b$ is parallel to $\mathbf A$, a plate of volume $\mathbf b\cdot\mathbf A$ has been inserted, and the cell grows by that volume. The atoms of the plate must be added; for the opposite sign they must be removed.

\textit{Limit: a shifted cut.} Let the cut be moved across the cell so that $\mathbf A$ changes by a full face $\mathbf A_f$, the face spanned by two repeat vectors. The third repeat vector $\mathbf L$ satisfies $\mathbf A_f\cdot\mathbf L=V$, so it changes by $\mathbf b(\mathbf A_f\cdot\mathbf L)/V=\mathbf b$. The other two do not change. Since $\mathbf b$ is a lattice vector, this describes the same crystal with another choice of repeat vector. The area $\mathbf A$ thus has a meaning only together with the cell from which the cut was made.

\section{Energy of a cell held at the wrong strain}

Keep the dislocations in place and change the cell by $dH$. The displacement changes by $dH\,\mathbf r$ plus a periodic, continuous part $d\mathbf v$. The energy change is
\begin{equation}
dE=\int_V\sigma_{ij}\left(dH_{ij}+\partial_jdv_i\right)dV=V\langle\sigma\rangle:d\varepsilon .
\end{equation}
The second term vanishes on integration by parts: the stress is in equilibrium, tractions balance across $S$ and on opposite faces, and no net force acts on a core. Inserting Eq.~\eqref{eq:stress} and integrating from $\varepsilon^*$ gives
\begin{equation}
E(\varepsilon)=E_{\min}+\frac V2(\varepsilon-\varepsilon^*):C:(\varepsilon-\varepsilon^*).
\label{eq:energy}
\end{equation}

For the screw dipole in an unstrained cell, $\varepsilon^*$ has the two equal entries $yz$ and $zy$. The double contraction is then $4G\varepsilon_{yz}^{*2}$, where in an anisotropic crystal $G$ stands for $C_{yzyz}$. Thus
\begin{equation}
\Delta E=2VG\varepsilon_{yz}^{*2}=\frac{Gb^2L_z}{2}\,\frac{d^2}{L_xL_y},
\qquad \sigma_{yz}=-2G\varepsilon^*_{yz}=-\frac{Gbd}{L_xL_y}.
\label{eq:fixed}
\end{equation}

\textit{Limit: a larger cell of the same shape.} If $L_x$, $L_y$ and $d$ grow together, the stress falls as the inverse of the cell size, but $\Delta E$ per line length does not change. Enlarging the cell and the dipole together does not remove the energy error; at fixed $d$ it falls as $1/(L_xL_y)$. Since $\Delta E$ rises with $d$, the error also acts as an attraction between the two dislocations.

\section{Non-uniform stiffness and the discrete lattice}

A second derivation shows what happens when $C$ depends on position. Take a cell without dislocations under mean stress $\Sigma$. Its local stress is $\sigma^{(0)}$ and its strain is $\varepsilon^{(0)}$. Compare it with the dipole cell at zero mean stress. Symmetry of $C$ gives
\begin{equation}
\int\sigma^{(0)}:\beta\,dV=\int\varepsilon^{(0)}:\sigma\,dV
=V\langle\varepsilon^{(0)}\rangle:\langle\sigma\rangle=0 .
\end{equation}
The middle step uses equilibrium of $\sigma$, as in the energy argument. The left side, treated like Eq.~\eqref{eq:mean}, equals $V\Sigma:\varepsilon-\int_S\mathbf b\cdot\sigma^{(0)}\mathbf n\,dS$. Hence
\begin{equation}
V\,\Sigma:\varepsilon=\mathbf b\cdot\int_S\sigma^{(0)}\mathbf n\,dS .
\label{eq:betti}
\end{equation}

\textit{Limit: uniform stiffness.} Here $\sigma^{(0)}=\Sigma$, the right side is $\mathbf b\cdot\Sigma\mathbf A$, and Eq.~\eqref{eq:law} returns because $\Sigma$ is arbitrary.

\textit{Case: a soft band.} Let the stiffness be $s(x)C$, and let $\Sigma$ have the $yz$ component alone. A uniform strain then gives $\sigma^{(0)}=\Sigma\,s(x)/\langle s\rangle$. This stress has no traction on planes normal to $x$, so it is in equilibrium. A cut lying inside a band of constant $s$ gives
\begin{equation}
\varepsilon_{yz}=\frac{s}{\langle s\rangle}\,\frac{bd}{2L_xL_y}.
\end{equation}
With $s=0.5$ in half the cell and $1$ elsewhere, $\langle s\rangle=0.75$ and the strain falls to $0.667$ of the uniform law.

The same argument works for atoms. Let $q=(w,\varepsilon)$ collect atomic displacements and cell strain, and let $Bq$ be the resulting changes of the bond vectors. The cut subtracts $\mathbf b$ from each bond that crosses it from minus to plus, written $M\mathbf b$. In a harmonic crystal whose bonds are initially unloaded,
\begin{equation}
E=\tfrac12(Bq-M\mathbf b)^TK(Bq-M\mathbf b),\qquad B^TK(Bq-M\mathbf b)=0 .
\end{equation}
The second equation states that atoms and cell are relaxed. For the loaded perfect crystal, $B^TKBq_0=(0,V\Sigma)$. Multiplying the relaxation equation by $q_0^T$ gives
\begin{equation}
V\,\Sigma:\varepsilon=f_0\cdot M\mathbf b,\qquad f_0=KBq_0 .
\end{equation}
The right side is $\mathbf b$ times the summed forces in the cut bonds. If the cut covers whole lattice repeats, that sum is $\Sigma\mathbf A$, the force transmitted through the area. The law therefore holds for a uniform harmonic lattice without a continuum approximation.

I computed this for a diamond lattice with the Keating energy
\begin{equation}
E=\frac{3\alpha}{8d_0^2}\sum_{\rm bonds}(r^2-d_0^2)^2
+\frac{3\beta}{8d_0^2}\sum_{\rm angles}\left(\mathbf r\cdot\mathbf r'+\frac{d_0^2}{3}\right)^2 ,
\end{equation}
where $d_0=\sqrt3a/4$ and $\mathbf r,\mathbf r'$ are two bonds leaving one atom. The parameters are those of the next section. In a 144-atom cell the jump was $(10,7,-5)\times10^{-6}$~nm, small enough for the harmonic regime. Atoms and cell were relaxed by Newton iteration. For a cut normal to $y$ and another normal to $x$, every strain component agreed with Eq.~\eqref{eq:law} to about $10^{-5}$ of the largest component. With both force constants halved in half the cell, a small screw jump gave $0.672$ of the uniform law, against the continuum value $0.667$.

\section{A screw dipole in germanium}

Take $x=[11\bar2]$, $y=[111]$, $z=[1\bar10]$, and $\mathbf b=\tfrac a2[1\bar10]$. Rough typical values for germanium are $a=0.566$~nm, $\alpha=38$~N/m and $\beta=12$~N/m. The modulus $C_{yzyz}$, from numerical second derivatives of the energy of a 12-atom cell with internal displacements relaxed, is $G=49.75$~GPa, or $310.5$~eV/nm$^3$.

The largest cell has 576 atoms, with $L_x=8.319$~nm, $L_y=3.921$~nm and $L_z=b=0.4002$~nm. Its volume is $13.06$~nm$^3$. The cut lies between two widely spaced (shuffle) $(111)$ planes and crosses the bonds joining them over one third of the width, $d=2.773$~nm, so $A=dL_z=1.110$~nm$^2$. Equation~\eqref{eq:law} gives
\begin{equation}
\varepsilon^*_{yz}=\frac{0.4002\times1.110}{2\times13.06}=0.0170 .
\end{equation}
The $y$ repeat vector leans by $bd/L_x=0.133$~nm ($2.52$~bohr), an angle of $1.95^\circ$.

For the relaxed result, each bond across the cut is assigned to the neighbour one $\mathbf b$ away. The jump is raised from zero in quarters, and at each stage the energy is minimized over atoms and all six strain components by a quasi-Newton method. Three cells of the same shape give:

\begin{center}
\begin{tabular}{ccccc}
atoms & $\varepsilon_{yz}^*$ & relaxed $\varepsilon_{yz}$ & largest normal strain & $\Delta E$ above law\\
144 & 0.03402 & 0.03421 & 0.0150 & 30\,\%\\
324 & 0.02268 & 0.02275 & 0.0076 & 16\,\%\\
576 & 0.01701 & 0.01704 & 0.0046 & 10\,\%
\end{tabular}
\end{center}

The third column follows the law to $0.6$, $0.3$ and $0.2\,\%$ of the predicted shear. The fourth gives magnitudes. In the largest cell the leading normal strain is a contraction along the line, $\varepsilon_{zz}=-0.0046$, which Eq.~\eqref{eq:law} does not contain. It is accompanied by $\varepsilon_{yy}=-0.0010$ and by a shear $\varepsilon_{xy}=-0.0010$. A uniform harmonic lattice obeys the law exactly, so this strain comes from the nonlinear response to the distortion around the lines.

Its size dependence can be read from the table. Normal strain times $L_xL_y$ is $0.123$, $0.140$ and $0.152$~nm$^2$. It grows by about $0.042$~nm$^2$ per unit of $\ln d$ in both steps. A quadratic response to the screw distortion $b/(2\pi\rho)$ suggests such a logarithm, since
\begin{equation}
\int_{\rho_c}^{R}\left(\frac{b}{2\pi\rho}\right)^2 2\pi\rho\,d\rho=\frac{b^2}{2\pi}\ln\frac R{\rho_c},
\end{equation}
and two lines give $b^2/\pi=0.051$~nm$^2$ per unit logarithm, times a factor set by the second- and third-order elastic response. Setting the mean stress to zero at second order, with the anisotropic screw field and the Keating energy, gives $0.040$~nm$^2$ per unit logarithm for $\varepsilon_{zz}$, close to the $0.042$ and $0.041$ of the two steps.

\section{Reading the unstrained cell}

If the largest cell keeps its perfect shape, Eq.~\eqref{eq:fixed} predicts
\begin{align}
\sigma_{yz}&=-2(49.75)(0.01701)=-1.69\ \text{GPa},\\
\Delta E&=2(13.06)(310.5)(0.01701)^2=2.35\ \text{eV}.
\end{align}
The atomic model gives $-1.74$~GPa and $2.59$~eV ($0.0952$~hartree), the latter for a line length of $0.4$~nm. In these axes $C_{xzyz}=-10.4$~GPa is not zero, so $-C:\varepsilon^*$ also contains $\sigma_{xz}=+0.35$~GPa, which pushes the lines along $y$.

The energy was also followed while the relaxed strain was removed in two equal steps, with Simpson integration of the force on each strain component. The work was $2.41$~eV against the $yz$ strain, $0.18$~eV against the normal strains and $0.004$~eV against the other shears. Most of the $0.24$~eV above the harmonic law is therefore the cost of suppressing the normal strains.

The jump size gives another limit. Shear strain is proportional to $b$, and normal strain from a quadratic response to $b^2$. Their energies scale as $b^2$ and $b^4$, so the relative excess should scale as $b^2$. In the same cell with the jump reduced to $b/4$, the excess fell from $10.4$ to $0.64\,\%$, a factor of $16$.

At this separation the unwanted stress is larger than the interaction under study; for a much closer pair the order is reversed. For an isolated pair in an isotropic medium, the attraction corresponds to a stress $Gb/(2\pi d)=1.14$~GPa, and in the anisotropic periodic array at zero mean stress to about $0.9$~GPa; relative to the same periodic cell at zero mean stress, holding the cell unstrained adds about $1.7$~GPa with the same sense. The fixed bond table prevents recombination here. In a quantum calculation bonds can change, and only the lattice's resistance to glide opposes recombination. Leaning the cell removes the mean shear stress. For $d<L_x/2$ it does not remove the attraction between the lines, so a close pair may still recombine; at $d=L_x/2$ the partner and its image pull equally.

For a first-principles cell, the lean $bd/L_x$ is thus a good starting shape under the conditions of this example. The remaining stress calls for a choice. It is mostly normal, but with the lean imposed and only the normal strains relaxed, $\sigma_{xy}\approx0.1$~GPa is left. Relaxing all six components gives zero mean stress for this dense array. Keeping the bulk period along the line represents a dislocation in a large crystal, where the normal strain tends to zero.

\section{Beside real germanium}

Two lines in $32.6$~nm$^2$ correspond to $6\times10^{12}$~cm$^{-2}$. Germanium films on silicon have very roughly $10^6$ to $10^9$~cm$^{-2}$, so the cell is a computational device and its $1.7\,\%$ shear is not a film strain. A film clamped to its substrate also breaks the zero-stress condition; in Eq.~\eqref{eq:stress} the in-plane strain is then imposed, and the other components follow from zero stress on the free surface. Uniform thermal expansion leaves Eq.~\eqref{eq:screw} unchanged, because $b$, $d$ and the cell lengths scale together. It does change the reference lengths: using a rough room-temperature coefficient of $6\times10^{-6}$~K$^{-1}$ for the whole range from $0$ to $300$~K gives an upper estimate of about $0.0018$.

The assumed core matters more. The Keating model has no electrons and no core reconstruction, and its bond lengths change by up to $6\,\%$. It is fitted to harmonic constants only: its $dB/dP$ is $0$, against about $4.5$ in germanium. The normal strains and the energy above the law are anharmonic, so their sizes belong to the model. A Morse bond with the same stiffness and $dB/dP\approx4.5$ moves $\varepsilon_{zz}$ in the largest cell from $-0.0046$ to $-0.0039$ and the excess energy from $10$ to $7\,\%$, while the shear still follows the law to $0.1\,\%$. Real dislocations in germanium can split into partials $\mathbf b_1$ and $\mathbf b_2$. By linearity, $\mathbf b\otimes\mathbf A$ becomes $\mathbf b_1\otimes\mathbf A_1+\mathbf b_2\otimes\mathbf A_2$. If each dislocation splits by $w$ with $\mathbf b_1$ outermost on both sides, the cuts have widths $d+w$ and $d-w$. The added term is $wL_z(\mathbf b_1-\mathbf b_2)\otimes\mathbf n$. For a screw, $\mathbf b_1-\mathbf b_2$ lies along $x$ with length $a/\sqrt6=0.231$~nm, so
\begin{equation}
|\Delta\varepsilon_{xy}|=\frac{0.231\,w}{2\times32.6}\approx0.0035
\end{equation}
for $w=1$~nm. This is one fifth of the main shear, in a different component. A splitting of several nanometres would not fit in this cell.
